Gruber–Mullins terrace-width distribution for a step between fixed walls, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem and its proof

A surface step wanders between two straight steps that lie 10 nm apart. The terrace on its left is narrower than 2.5 nm with probability 0.091. If every position between the walls were equally likely, that probability would be 0.25. Yet no force pushes the step away from its neighbours: its energy is the same wherever it lies, and the one restriction is that it may not touch or cross them. The deficit of narrow terraces must therefore come from counting configurations, and the count can be carried out in full.

**Setting and assumptions**

The step runs on average along y, and x(y) is its position across the terraces. Two neighbouring steps are straight and immobile, at x = 0 and x = 2L. The length L is the mean terrace width, since the two terraces beside the moving step share the width 2L. The scaled width of the left terrace is s = x/L, which lies between 0 and 2. The right terrace has scaled width 2 − s.

The assumptions are these.

(A1) The step is in thermal equilibrium at temperature T; k is Boltzmann's constant.

(A2) It has no overhangs, so x(y) is single-valued, and its slope dx/dy is small after averaging over atomic distances.

(A3) The direction y is a symmetry direction, so that slopes of either sign cost the same.

(A4) The walls act by exclusion alone. There is no elastic, dipolar or other energy that depends on x.

(A5) L is much larger than the lattice spacing and the usual kink size, so that x may be treated as continuous.

(A6) The position is observed far from both ends of the step. The length that defines "far" is called ξ and is found below.

**Theorem.** Under (A1) to (A6) the scaled terrace width has the probability density

P(s) = sin²(πs/2) for 0 ≤ s ≤ 2, and P(s) = 0 otherwise. (1)

This is the Gruber–Mullins distribution. The proof takes three lemmas: one for the statistical weight of a wandering step, one for its modes between the walls, and one for joining the two parts of the step on either side of the point of observation.

**The energy of a wandering step**

Let β(θ) be the free energy per unit length of a step inclined at angle θ to the y axis. It is a free energy because the kinks on atomic scales have already been summed over. An element of the step has length √(1 + x′²) dy, where x′ = dx/dy = tan θ. To second order in x′,

β(θ) = β(0) + β′(0) x′ + ½ β″(0) x′²,
√(1 + x′²) = 1 + ½ x′².

By (A3) the term β′(0) vanishes. The product of the two lines is then β(0) + ½ [β(0) + β″(0)] x′², and the free energy of a step of length Y along y is

H = β(0) Y + (β̃/2) ∫ (dx/dy)² dy, with β̃ = β(0) + β″(0). (2)

The quantity β̃ is the stiffness. The first term is the same for all configurations and drops out of every probability.

**Lemma 1 (evolution along the step).** Let Z(x, x₀; y) be the summed Boltzmann weight of all allowed configurations that start at x₀ and arrive at x after a distance y, divided by the total weight of an unconfined step of the same length. Then

∂Z/∂y = D ∂²Z/∂x², D = kT/(2β̃), (3)

and Z vanishes at x = 0 and at x = 2L.

*Proof.* Divide the step into segments of length η along y. A segment whose ends differ by u in x has slope u/η, so that by (2) its energy is β̃u²/(2η) and its weight is exp[−β̃u²/(2kTη)]. Normalized over all u, this is the Gaussian

W(u) = (4πDη)^(−1/2) exp[−u²/(4Dη)],

because β̃/(2kT) = 1/(4D). Its mean is zero and its variance is 2Dη = kTη/β̃. Weights of successive segments multiply, and intermediate positions are summed over the allowed range:

Z(x, x₀; y + η) = ∫ W(x − x′) Z(x′, x₀; y) dx′, 0 < x′ < 2L.

Take x inside the interval and η so small that √(Dη) is far less than the distance to either wall. The limits may then be extended to infinity with an exponentially small error. Put x′ = x − u and expand Z in u. The linear term averages to zero, the quadratic term gives ½ · 2Dη ∂²Z/∂x², and the quartic term is of order η². Hence

Z(x, x₀; y + η) = Z(x, x₀; y) + Dη ∂²Z/∂x² + O(η²).

Subtracting Z, dividing by η and letting η → 0 gives (3).

The boundary condition needs its own argument. Consider an unconfined path that starts at distance d from the wall at x = 0. Once it has reached the wall, it is equally likely to finish on either side, by the symmetry of W. The probability that it has reached the wall within a distance y is therefore twice the probability that it finishes beyond the wall. The latter is ½ erfc[d/(2√(Dy))], so the probability of never having reached the wall is

1 − erfc[d/(2√(Dy))] = erf[d/(2√(Dy))], (4)

which tends to zero with d. Now cut the path at its midpoint:

Z(x, x₀; y) = ∫ Z(x, x′; y/2) Z(x′, x₀; y/2) dx′.

The second factor is at most the largest value of the unconfined Gaussian, (2πDy)^(−1/2), because exclusion can only remove weight. The integral of the first factor over x′ is at most the survival probability (4), with d = x and y/2 in place of y. The product goes to zero as x → 0. The same argument applies at x = 2L. ∎

*Remark on scales.* The mean square slope of a segment is 2Dη/η² = kT/(β̃η). Equation (2) needs this to be small, so physical segments must be longer than kT/β̃. They must also be short compared with L²β̃/kT, the distance over which the step wanders by about L. Both demands can be met when L is much larger than kT/β̃. The limit η → 0 in the proof defines the continuous path that stands for the step on these longer scales; it does not describe the step on lengths below kT/β̃.

**Lemma 2 (modes between the walls).** The solution of (3) that starts at x₀ is

Z(x, x₀; y) = Σₙ φₙ(x) φₙ(x₀) exp(−λₙy), n = 1, 2, 3, …, (5)

φₙ(x) = L^(−1/2) sin(nπx/2L), λₙ = D (nπ/2L)².

*Proof.* Try Z = φ(x) exp(−λy) in (3). The exponential cancels and leaves −λφ = Dφ″. The solution that vanishes at x = 0 is sin(κx) with λ = Dκ². It vanishes at x = 2L if 2Lκ = nπ, which gives κ = nπ/2L and the stated λₙ. For the normalization,

∫ sin²(nπx/2L) dx = ½ ∫ [1 − cos(nπx/L)] dx = ½ · 2L = L

over 0 < x < 2L, since the cosine completes n full periods. The factor L^(−1/2) therefore makes the φₙ orthonormal. At y = 0 the step is at x₀ with certainty, so Z must start as δ(x − x₀). The sine functions are complete on the interval, and the expansion coefficient of the delta function on φₙ is φₙ(x₀). Each term then decays at its own rate, which gives (5). ∎

**Lemma 3 (density far from the ends).** Let a step of total length Y start at x₀ and end at x₁. When both y and Y − y are large compared with 1/(λ₂ − λ₁), the probability density of its position at y is φ₁(x)².

*Proof.* Configurations that pass through x at the distance y consist of a part before y and a part after it. The energy (2) is a sum over segments, so the weights of the two parts multiply. Dividing by the total weight,

p(x) = Z(x₁, x; Y − y) Z(x, x₀; y) / Z(x₁, x₀; Y). (6)

In each Z take the first mode out of the sum (5):

Z(x, x₀; y) = φ₁(x) φ₁(x₀) exp(−λ₁y) [1 + R],

R = Σₙ [φₙ(x) φₙ(x₀)] / [φ₁(x) φ₁(x₀)] exp[−(λₙ − λ₁)y], n ≥ 2.

Since |sin nα| ≤ n sin α for 0 ≤ α ≤ π, each ratio φₙ/φ₁ is at most n in magnitude. Hence |R| ≤ Σ n² exp[−(λₙ − λ₁)y], which tends to zero for large y, uniformly in x and x₀. The same holds for the other two factors in (6). What remains is

p(x) = φ₁(x₁) φ₁(x) exp[−λ₁(Y − y)] · φ₁(x) φ₁(x₀) exp(−λ₁y) / {φ₁(x₁) φ₁(x₀) exp(−λ₁Y)}.

The end values cancel, and so do the exponentials, because (Y − y) + y = Y. The result is φ₁(x)². If the ends are free instead of pinned, numerator and denominator are integrated over x₀ and x₁, and the same cancellation occurs. ∎

**Proof of the theorem.** By Lemmas 2 and 3, p(x) = (1/L) sin²(πx/2L). Probability is conserved under the change of variable, P(s) ds = p(x) dx, and dx = L ds. Hence

P(s) = L · (1/L) sin²(πs/2) = sin²(πs/2). ∎

**Remark: where the square comes from.** One factor sin(πs/2) counts the ways in which the part of the step below y avoids the walls, given that it arrives at s. The other factor counts the ways for the part above y. Near a wall each factor is proportional to s, so P(s) ≈ π²s²/4 for small s. At a free end of a long step one of the two parts is missing. The density there is proportional to the first power, and since the integral of sin(πs/2) from 0 to 2 is 4/π, it equals (π/4) sin(πs/2).

The argument of Lemma 3 carries over to a step on a lattice, where Z becomes a power of a matrix and φ₁ its leading eigenvector. The square was tested there by brute force. For a step of 11 rows with three allowed positions in each, free ends, and a weight 0.5 for each unit of sideways displacement, all 177147 paths were enumerated. The distribution in the middle row agrees with the squared eigenvector to 4.3 × 10⁻⁵ in probability, whereas the normalized first power was found to miss by more than 0.03.

**Remark: moments and narrow terraces.** Write sin²(πs/2) = ½(1 − cos πs). The probability of a width below s is

F(s) = ∫₀ˢ P(t) dt = s/2 − sin(πs)/(2π). (7)

At s = 2 this is 1, so P is normalized. At s = 1/2 it is 1/4 − 1/(2π) = 0.091, the number at the beginning. The first term is the result for uniformly distributed positions, and the second is the effect of the excluded configurations.

Since sin[π(2 − s)/2] = sin(πs/2), the density is symmetric about s = 1. Hence the mean is 1, and the right terrace has the same distribution as the left. For the variance put u = s − 1, so that P = cos²(πu/2) = ½(1 + cos πu) and

σ² = ½ ∫ u² du + ½ ∫ u² cos(πu) du, −1 < u < 1.

The first integral is 2/3. The second has the antiderivative

u² sin(πu)/π + 2u cos(πu)/π² − 2 sin(πu)/π³.

The sines vanish at u = ±1. The middle term gives −2/π² at the upper limit and +2/π² at the lower one, so the integral is −4/π². Therefore

σ² = 1/3 − 2/π² = 0.1307, σ = 0.3615. (8)

For L = 5 nm the standard deviation of the width is 0.3615 × 5 nm = 1.81 nm. A uniform distribution on the same interval would have the variance 1/3.

**Remark: what has dropped out.** Neither the temperature nor the stiffness appears in (1). They enter through D, and D multiplies every decay rate in (5) without changing the shape of any mode. A stiffer or colder step wanders more slowly as one moves along it, yet over a sufficient length it explores the same interval with the same weights. Under these assumptions a measured distribution of this form thus reveals L and nothing about β̃. The stiffness governs how long "a sufficient length" is.

## Second half: lengths, lattice steps and moving neighbours

The following is taken over from the first half. A step at x(y) moves between fixed walls at x = 0 and x = 2L, and s = x/L. Its stiffness is β̃, and D = kT/(2β̃). Its weight expands in modes φₙ(x) = L^(−1/2) sin(nπx/2L) with decay rates λₙ = D(nπ/2L)². Far from both ends the density of s is P(s) = sin²(πs/2), with mean 1 and variance 1/3 − 2/π² = 0.1307.

**Proposition 1 (two scales set by the stiffness).** The slowest part of the influence of a step end decays along the step over the length

ξ = 1/(λ₂ − λ₁) = 8β̃L²/(3π²kT), (9)

and confinement raises the free energy of a long step, per unit length along y, by

f = kTλ₁ = π²(kT)²/(8β̃L²). (10)

*Proof.* From D = kT/(2β̃), λ₁ = [kT/(2β̃)] · π²/(4L²) = π²kT/(8β̃L²). Since λₙ grows as n², λ₂ − λ₁ = 3λ₁, and its inverse is (9). In Z the weight of an unconfined step has been divided out. For large Y, Z is proportional to exp(−λ₁Y), so the free energy relative to the unconfined step is −kT ln Z = kTλ₁Y plus a term that does not grow with Y. Division by Y gives (10). ∎

The free energy f comes from exclusion alone: it measures the statistical weight of the configurations lost to the walls. It falls as 1/L², so walls placed closer together are pushed apart although no repulsive energy was put in.

Far from its ends, a step between fixed walls has the terrace-width density sin²(πs/2), whatever its stiffness; the stiffness sets the length ξ over which an end is forgotten and the free energy f of confinement. What remains is to follow the approach from a pinned end, to put numbers to these results and test them on a lattice step, and to let the neighbouring steps move.

All numerical values are calculated from the stated model.
